# Why a T-squared fit lowers the barrier of a line contact: verification in Python

```python
# Result under test: a line barrier emits J = A T^(3/2) exp(-Phi/kT) per width,
# so a fit of ln(J/T^2) against beta = 1/kT gives Phi - kT/2, not Phi.
# Phi: barrier from the metal Fermi level (eV); J: current per width (A/m);
# T: temperature (K); beta: inverse thermal energy (1/eV); A: prefactor.
# Currents come from momentum quadrature with full Fermi occupation.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

kB = const.k / const.e                       # eV/K
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0]
current_au = const.physical_constants['atomic unit of current'][0]

barrier, mass, degeneracy, T0 = 0.30, 0.5, 4, 300.0
temps = np.linspace(250.0, 350.0, 5)
nodes, weights = np.polynomial.legendre.leggauss(120)


def emission(T, sheet=False):
    """Outgoing flux: A/m for a line barrier, atomic units for a sheet."""
    tau = kB * T / hartree
    kmax = np.sqrt(2 * mass * 40 * tau)
    k = 0.5 * kmax * (nodes + 1)
    w = 0.5 * kmax * weights
    kx, kt = k[:, None], k[None, :]
    energy = barrier / hartree + (kx**2 + kt**2) / (2 * mass)
    occupation = 1 / (np.exp(energy / tau) + 1)
    measure = 2 * np.pi * kt / (2 * np.pi)**3 if sheet else 2 / (2 * np.pi)**2
    flux = degeneracy * np.sum(w[:, None] * w[None, :] * measure
                               * kx / mass * occupation)
    return flux if sheet else flux * current_au / bohr


def fit(T, log_current, power):
    """Return fitted barrier (eV), intercept and residuals."""
    b = 1 / (kB * T)
    y = log_current - power * np.log(T)
    slope, intercept = np.polyfit(b, y, 1)
    return -slope, intercept, y - slope * b - intercept


def pair_shift(T):
    """Predicted barrier error as a weighted mean of chord slopes."""
    b = 1 / (kB * T)
    i, j = np.triu_indices(len(b), 1)
    d = b[i] - b[j]
    return -0.5 * np.sum(d**2 * np.log(b[i] / b[j]) / d) / np.sum(d**2)


beta = 1 / (kB * temps)
J = np.array([emission(T) for T in temps])
logJ = np.log(J)

# Closed form of the line current, in SI units
A = (const.e * degeneracy * np.sqrt(mass * const.m_e) * const.k**1.5
     / ((2 * np.pi)**1.5 * const.hbar**2))
J_formula = A * temps**1.5 * np.exp(-barrier * beta)
assert np.allclose(J, J_formula, rtol=3e-5)   # Fermi correction remains
fermi_loss = 1 - J[-1] / J_formula[-1]
assert np.isclose(fermi_loss, np.exp(-barrier * beta[-1]) / 2**1.5, rtol=0.01)
power_found = np.polyfit(np.log(temps), logJ + barrier * beta, 1)[0]
assert abs(power_found - 1.5) < 2e-4

# Correct and wrong fits
phi_right, _, _ = fit(temps, logJ, 1.5)
phi_wrong, intercept_wrong, residual = fit(temps, logJ, 2.0)
shift = phi_wrong - barrier
assert abs(phi_right - barrier) < 1e-5
assert abs(shift - pair_shift(temps)) < 1e-5
assert -kB * temps[-1] / 2 < shift < -kB * temps[0] / 2
assert abs(shift + 0.013) < 0.0005
assert np.max(np.abs(residual)) < 0.01

# Local slope at T0 by finite difference
Tpair = np.array([T0 - 0.5, T0 + 0.5])
ypair = np.log([emission(T) for T in Tpair]) - 2 * np.log(Tpair)
phi_local = -(ypair[1] - ypair[0]) / np.diff(1 / (kB * Tpair))[0]
assert abs(phi_local - (barrier - kB * T0 / 2)) < 1e-5

# Control: a sheet barrier needs the squared power
log_sheet = np.log([emission(T, sheet=True) for T in temps])
phi_sheet = fit(temps, log_sheet, 2.0)[0]
assert abs(phi_sheet - barrier) < 1e-5

# Other windows, and the false prefactor in the narrow-window limit
window_shifts = []
for low, high in [(290, 310), (200, 400)]:
    Tw = np.linspace(low, high, 5)
    phi_w, intercept_w, _ = fit(Tw, np.log([emission(T) for T in Tw]), 2.0)
    assert abs(phi_w - barrier - pair_shift(Tw)) < 2e-5
    window_shifts.append((low, high, phi_w - barrier))
    if low == 290:
        A_narrow = np.exp(intercept_w)
        assert np.isclose(A_narrow, A / np.sqrt(np.e * T0), rtol=1e-3)

# Repeated noisy measurements
noise = 0.01
rng = np.random.default_rng(7)
samples = logJ + noise * rng.standard_normal((20000, len(temps)))
noisy_y = (samples - 2 * np.log(temps)).T
noisy_phi = -np.polyfit(beta, noisy_y, 1)[0]
Sbb = np.sum((beta - beta.mean())**2)
error_formula = noise / np.sqrt(Sbb)
assert np.isclose(noisy_phi.std(), error_formula, rtol=0.03)
assert abs(noisy_phi.mean() - phi_wrong) < 5 * error_formula / np.sqrt(20000)

# Neglected effects: rough inputs for the same contact
bias, length_nm, mobility, eps_r = 0.5, 100.0, 100.0, 4.0
metal_depth, disorder, drift_coeff, splitting = 5.0, 0.020, 1e-4, 0.003
field = bias / (length_nm * 1e-9)            # V/m
wkb = (4 / 3 * np.sqrt(2 * mass * const.m_e) * const.e**1.5
       / (const.hbar * const.e * field))     # eV^(-3/2)
image_drop = np.sqrt(const.e * field / (4 * np.pi * const.epsilon_0 * eps_r))
image_top = np.sqrt(const.e / (16 * np.pi * const.epsilon_0 * eps_r * field))


def tunnel_factor(b):
    return 1 + b * quad(lambda w: np.exp(b * w - wkb * w**1.5), 0, barrier,
                        points=[0.02, 0.08])[0]


def step_factor(b):
    def integrand(u):
        energy = u / b
        v_metal = np.sqrt(2 * (metal_depth + energy))
        v_semi = np.sqrt(2 * energy / mass)
        return 4 * v_metal * v_semi / (v_metal + v_semi)**2 * np.exp(-u)
    return quad(integrand, 0, 40, limit=200)[0]


v_emit = np.sqrt(const.k * temps / (2 * np.pi * mass * const.m_e))
v_drift = mobility * 1e-4 * (temps / T0)**-1.5 * field
hx, hw = np.polynomial.hermite_e.hermegauss(40)
disorder_factor = (np.exp(-np.outer(beta, disorder * hx)) @ hw) / hw.sum()
log_factors = {
    'tunnelling, triangular WKB': np.log([tunnel_factor(b) for b in beta]),
    'image lowering': beta * image_drop,
    'diffusion-limited collection': -np.log(1 + v_emit / v_drift),
    'barrier disorder': np.log(disorder_factor),
    'barrier falling with T': beta * drift_coeff * (temps - T0),
    'spin splitting': np.log((1 + np.exp(-beta * splitting)) / 2),
    'return flow': np.log1p(-np.exp(-bias * beta)),
    'abrupt-step reflection': np.log([step_factor(b) for b in beta]),
}
changes = {}
for name, extra in log_factors.items():
    phi_15 = fit(temps, logJ + extra, 1.5)[0]
    phi_20 = fit(temps, logJ + extra, 2.0)[0]
    assert abs(phi_20 - phi_15 - pair_shift(temps)) < 1e-10
    changes[name] = phi_15 - phi_right
assert changes['tunnelling, triangular WKB'] < 0
assert np.isclose(changes['barrier falling with T'], drift_coeff * T0)
assert np.isclose(changes['barrier disorder'], -disorder**2 * beta.mean(),
                  rtol=0.05)
assert 0 < changes['abrupt-step reflection'] < kB * temps[-1] / 2
step_error = fit(temps, logJ + log_factors['abrupt-step reflection'],
                 2.0)[0] - barrier
assert abs(step_error) < abs(shift) / 2

print(f'input barrier {barrier:.3f} eV; mass {mass} m_e; g {degeneracy}')
print(f'line prefactor A {A:.5f} A/m/K^1.5')
print('T (K), beta (1/eV), J (A/m), ln(J/T^1.5), ln(J/T^2) [A/m, K]')
for T, b, j in zip(temps, beta, J):
    print(f'{T:.0f}  {b:.4f}  {j:.5e}  {np.log(j/T**1.5):.5f}'
          f'  {np.log(j/T**2):.5f}')
print(f'mean beta {beta.mean():.4f} 1/eV; sum of squares {Sbb:.4f} 1/eV^2')
print(f'power of T found from quadrature {power_found:.5f}')
print(f'Fermi correction to J at 350 K {fermi_loss:.2e} (fraction)')
print(f'barrier from T^1.5 fit {phi_right:.5f} eV')
print(f'barrier from T^2 fit {phi_wrong:.5f} eV')
print(f'T^2 fit error {1e3*shift:.2f} meV')
print(f'pair-formula error {1e3*pair_shift(temps):.2f} meV')
print(f'kT/2 at 250, 300, 350 K: {500*kB*250:.2f}, {500*kB*T0:.2f},'
      f' {500*kB*350:.2f} meV')
print(f'local T^2 barrier at 300 K {phi_local:.5f} eV')
print(f'sheet-barrier control, T^2 fit {phi_sheet:.5f} eV')
for low, high, value in window_shifts:
    print(f'T^2 fit error, {low}-{high} K: {1e3*value:.2f} meV')
print(f'T^2 fit prefactor, 250-350 K {np.exp(intercept_wrong):.6f} A/m/K^2')
print(f'T^2 fit prefactor, 290-310 K {A_narrow:.6f} A/m/K^2')
print(f'A/sqrt(e T0), T0 = 300 K: {A/np.sqrt(np.e*T0):.6f} A/m/K^2')
print(f'largest T^2 fit residual {100*np.max(np.abs(residual)):.2f} percent')
print(f'noise in J {100*noise:.1f} percent')
print(f'barrier scatter: formula {1e3*error_formula:.2f} meV,'
      f' simulated {1e3*noisy_phi.std():.2f} meV')
print(f'mean noisy T^2 error {1e3*(noisy_phi.mean()-barrier):.2f} meV')
print('rough inputs for neglected effects:')
print(f'bias {bias} V; length {length_nm:.0f} nm; field {field/1e8:.3f} MV/cm')
print(f'mobility at 300 K {mobility:.0f} cm2/Vs, varying as T^-1.5')
print(f'relative permittivity {eps_r}; metal band depth {metal_depth} eV')
print(f'disorder {1e3*disorder:.0f} meV; spin splitting {1e3*splitting:.0f} meV')
print(f'barrier fall {1e3*drift_coeff:.2f} meV/K')
print(f'image maximum at {1e9*image_top:.2f} nm from the metal')
print(f'emission, drift velocity at 300 K: {v_emit[2]:.3e},'
      f' {v_drift[2]:.3e} m/s')
print(f'tunnelling factor in J at 300 K {tunnel_factor(beta[2]):.3f}')
print(f'abrupt-step transmission at 300 K {step_factor(beta[2]):.3f}')
print('change of the T^1.5 fitted barrier caused by each effect:')
for name, value in changes.items():
    print(f'  {name}: {1e3*value:+.3f} meV')
print(f'T^2 fit error with abrupt step {1e3*step_error:.2f} meV')
print('tests ok')
```

Printed output:

```
input barrier 0.300 eV; mass 0.5 m_e; g 4
line prefactor A 0.12668 A/m/K^1.5
T (K), beta (1/eV), J (A/m), ln(J/T^1.5), ln(J/T^2) [A/m, K]
250  46.4181  4.48620e-04  -15.99153  -18.75226
275  42.1982  1.83553e-03  -14.72558  -17.53396
300  38.6817  6.00627e-03  -13.67062  -16.52252
325  35.7062  1.65357e-02  -12.77797  -15.66989
350  33.1558  3.97180e-02  -12.01285  -14.94182
mean beta 39.2320 1/eV; sum of squares 110.0929 1/eV^2
power of T found from quadrature 1.49995
Fermi correction to J at 350 K 1.69e-05 (fraction)
barrier from T^1.5 fit 0.30000 eV
barrier from T^2 fit 0.28734 eV
T^2 fit error -12.66 meV
pair-formula error -12.66 meV
kT/2 at 250, 300, 350 K: 10.77, 12.93, 15.08 meV
local T^2 barrier at 300 K 0.28707 eV
sheet-barrier control, T^2 fit 0.30000 eV
T^2 fit error, 290-310 K: -12.92 meV
T^2 fit error, 200-400 K: -11.84 meV
T^2 fit prefactor, 250-350 K 0.004467 A/m/K^2
T^2 fit prefactor, 290-310 K 0.004437 A/m/K^2
A/sqrt(e T0), T0 = 300 K: 0.004436 A/m/K^2
largest T^2 fit residual 0.37 percent
noise in J 1.0 percent
barrier scatter: formula 0.95 meV, simulated 0.95 meV
mean noisy T^2 error -12.67 meV
rough inputs for neglected effects:
bias 0.5 V; length 100 nm; field 0.050 MV/cm
mobility at 300 K 100 cm2/Vs, varying as T^-1.5
relative permittivity 4.0; metal band depth 5.0 eV
disorder 20 meV; spin splitting 3 meV
barrier fall 0.10 meV/K
image maximum at 4.24 nm from the metal
emission, drift velocity at 300 K: 3.804e+04, 5.000e+04 m/s
tunnelling factor in J at 300 K 1.476
abrupt-step transmission at 300 K 0.291
change of the T^1.5 fitted barrier caused by each effect:
  tunnelling, triangular WKB: -11.041 meV
  image lowering: -42.426 meV
  diffusion-limited collection: -21.489 meV
  barrier disorder: -15.927 meV
  barrier falling with T: +30.000 meV
  spin splitting: +1.411 meV
  return flow: -0.000 meV
  abrupt-step reflection: +10.138 meV
T^2 fit error with abrupt step -2.52 meV
tests ok
```
